# Area fraction of low-barrier patches carrying half the thermionic contact current

A metal pad on a layered semiconductor channel may look uniform, yet contain small areas where defects have lowered the Schottky barrier. Suppose the barrier is 0.60 eV over nearly the whole pad and 0.30 eV in a few patches. Electrons cross more easily at the patches, but there is very little patch area. How much area is enough for the patches to carry half of the thermionic current at 300 K?

## The estimate

Thermionic emission depends on barrier height through a Boltzmann factor. At 300 K the thermal energy is $k_BT=0.02585$ eV, so a tenfold change of current density needs a barrier change of

$$
k_BT\ln 10\simeq0.060\ \text{eV}.
$$

A barrier lower by 0.30 eV therefore gives about $0.30/0.060=5$ decades more current per unit area. To carry the same current as the surroundings, the patches need about $10^{-5}$ of their area: one part in 100000.

This estimate assumes that both regions have the same emission prefactor and the same voltage, and that each patch really presents the lower barrier to an electron. The first assumption can be followed through the emission integral. The others depend on patch size, doping and resistance.

## Emission over one barrier

Let $\Phi$ be the height of the barrier maximum above the metal Fermi level, $q>0$ the elementary charge and $m$ an isotropic effective mass. Take one band valley with two spin states. Current densities are quoted as magnitudes.

Electrons crossing the maximum in one direction have normal wave number $k_z>0$ and velocity $\hbar k_z/m$. If $\Phi\gg k_BT$, their Fermi occupation is close to the Boltzmann exponential, and

$$
J(\Phi)=\frac{2q}{(2\pi)^3}\int_{k_z>0}d^3k\,
\frac{\hbar k_z}{m}
\exp\left[-\frac{\Phi+\hbar^2k^2/2m}{k_BT}\right].
$$

The in-plane part is a two-dimensional Gaussian integral,

$$
\int d^2k_\parallel\,e^{-\hbar^2k_\parallel^2/(2mk_BT)}
=\frac{2\pi mk_BT}{\hbar^2}.
$$

For the normal part, put $\eta=\hbar^2k_z^2/2m$, so that $(\hbar k_z/m)\,dk_z=d\eta/\hbar$:

$$
\int_0^\infty dk_z\,\frac{\hbar k_z}{m}
e^{-\hbar^2k_z^2/(2mk_BT)}
=\frac1\hbar\int_0^\infty d\eta\,e^{-\eta/k_BT}
=\frac{k_BT}{\hbar}.
$$

Multiplying the factors gives

$$
J(\Phi)=A^*T^2e^{-\Phi/k_BT},\qquad
A^*=\frac{qmk_B^2}{2\pi^2\hbar^3}.
$$

At zero applied voltage an equal stream flows the other way. A forward voltage $V$ that leaves the barrier maximum fixed multiplies the stream from the semiconductor by $e^{qV/k_BT}$, so the net current is $J(\Phi)(e^{qV/k_BT}-1)$. The bracket is common to all regions at the same voltage and cancels from their ratio.

For an edge contact to a two-dimensional channel, one in-plane integral is missing. The prefactor then varies as $T^{3/2}$, but the factor $e^{-\Phi/k_BT}$ is unchanged. The result below still holds, with $f$ read as a fraction of contact length.

## The half-current condition

Let patches with barrier $\Phi-\Delta$ occupy the area fraction $f$. The parallel currents add:

$$
J_{\rm tot}=A^*T^2\left[(1-f)e^{-\Phi/k_BT}
+f e^{-(\Phi-\Delta)/k_BT}\right].
$$

Each part carries half when the two terms are equal. Dividing that equality by $e^{-\Phi/k_BT}$ gives

$$
1-f=f e^{\Delta/k_BT},
$$

and collecting the terms in $f$ gives

$$
f=\frac{1}{1+e^{\Delta/k_BT}}.
$$

For $\Delta\to0$ this is one half, as it must be for identical regions. For $\Delta\gg k_BT$ it becomes $e^{-\Delta/k_BT}$, the form used in the estimate.

With $\Delta=0.30$ eV, the exponent is $0.30/0.025852=11.605$ and the current-density ratio is $1.096\times10^5$. Hence

$$
f=9.12\times10^{-6},
$$

or one part in about 110000. The estimate was sound, but the exponential makes it sensitive to its input. At 300 K the fraction is $6.3\times10^{-5}$ for $\Delta=0.25$ eV and $1.3\times10^{-6}$ for $\Delta=0.35$ eV.

If the patch prefactor is $g$ times that of the surroundings, the same algebra gives $f=1/(1+g e^{\Delta/k_BT})$. A prefactor ratio of two changes $f$ by a factor of nearly two, as much as a barrier shift of $k_BT\ln2\simeq0.018$ eV.

## What a temperature sweep shows

At the half-current point the total current is twice that of a uniform contact with barrier $\Phi$. The temperature dependence changes more visibly. Hold $f$, $\Phi$ and $\Delta$ fixed, and let $\beta=1/k_BT$. The apparent barrier from a plot of $\ln(J/T^2)$ against $\beta$ is

$$
\Phi_{\rm app}=-\frac{d}{d\beta}\ln\frac{J_{\rm tot}}{T^2}
=\frac{(1-f)\Phi e^{-\beta\Phi}+f(\Phi-\Delta)e^{-\beta(\Phi-\Delta)}}
{(1-f)e^{-\beta\Phi}+f e^{-\beta(\Phi-\Delta)}}.
$$

This is the mean barrier weighted by current. With equal currents it is $\Phi-\Delta/2=0.45$ eV, although almost all the area has a barrier of 0.60 eV.

The fraction needed for half the current is $9.0\times10^{-7}$ at 250 K and $1.66\times10^{-4}$ at 400 K. For a contact with $f$ fixed at its 300 K value, the ratio of patch current to surrounding current is very nearly $f$ divided by the fraction needed at the new temperature. It is 10.2 at 250 K and 0.055 at 400 K, so the patches carry about 91% and 5% of the current. Cooling favours the low barriers.

## A pad on a multilayer channel

Consider a pad 100 µm square on an n-type film 40 nm thick. The round parameters are:

- effective mass 0.50 electron masses and mobility 50 cm²/Vs;
- dielectric constants $\epsilon_\parallel=14$ along the layers and $\epsilon_\perp=7$ normal to them;
- donor density $10^{18}$ cm⁻³, with the bulk band edge 0.10 eV above the Fermi level.

The 0.10 eV is a round choice, not derived from the doping. The sheet resistance below takes one free electron per donor; for one valley of this mass, that would put the band edge about 0.06 eV above the Fermi level. Using 0.06 eV would raise the depletion fields found below by about 4% in the surroundings and 10% under a wide patch.

The mass gives $A^*=60.1$ A/(cm² K²). The surroundings emit

$$
60.1\times300^2\times e^{-0.60/0.025852}
\simeq4.50\times10^{-4}\ \text{A/cm}^2,
$$

which is 45 nA over the pad area of $10^{-4}$ cm². At the half-current fraction the patches emit another 45 nA.

The pad area is $10^{10}$ nm², so the total patch area is $9.12\times10^4$ nm². A disc of radius 100 nm has an area of $3.14\times10^4$ nm², and 2.9 such discs suffice. The number in one pad must be an integer. If discs are scattered independently with mean number 2.9, a fraction $e^{-2.9}\simeq6\%$ of pads contain none, so nominally equal pads can differ widely.

## When a patch is too small

A low barrier at the metal surface does not guarantee a low barrier along the electron's whole path. The surroundings can raise the band in front of a small patch, an effect called pinch-off.

First find the depletion field. Let $V_b$ be the band bending, as an energy, and $z$ the distance from the metal. For uniform donor density $N$ the band profile above the bulk edge is $V_b(1-z/W)^2$. Its second derivative is $2V_b/W^2$, and Poisson's equation sets it equal to $q^2N/(\epsilon_0\epsilon_\perp)$. Therefore

$$
W=\sqrt{\frac{2\epsilon_0\epsilon_\perp V_b}{q^2N}},\qquad
F=\frac{2V_b}{W},
$$

where $F$ is the initial downward slope of the band. In the surroundings $V_b=0.60-0.10=0.50$ eV, giving $W=19.7$ nm and $F=0.0508$ eV/nm, a field of 0.508 MV/cm.

Now add a disc of radius $R$ whose surface energy is lower by $\Delta$. Its contribution obeys the anisotropic Laplace equation. With $a=\sqrt{\epsilon_\parallel/\epsilon_\perp}$ and $w=az$, we have $\epsilon_\perp\partial_z^2=\epsilon_\parallel\partial_w^2$, so the equation becomes isotropic in the stretched coordinate. The solution with value one on the disc and zero on the rest of the plane is the solid angle of the disc divided by $2\pi$. On the axis this is $1-w/\sqrt{w^2+R^2}$. Near the metal, where the depletion profile is almost straight,

$$
E(z)=\Phi-Fz-\Delta\left[1-\frac{az}{\sqrt{a^2z^2+R^2}}\right].
$$

Differentiation gives

$$
\frac{dE}{dz}=-F+\frac{a\Delta R^2}{(a^2z^2+R^2)^{3/2}}.
$$

At the surface the slope is $a\Delta/R-F$. The energy first rises, and the patch centre is pinched off, if

$$
R<R_c=\frac{a\Delta}{F}.
$$

Here $R_c=\sqrt2\times0.30/0.0508\simeq8.3$ nm.

For a smaller disc, let $s=\sqrt{a^2z^2+R^2}$ at the maximum. Zero slope requires $s^3=R_cR^2$. Put $u=(R/R_c)^{2/3}$. Then $s=R_cu$ and $R^2=R_c^2u^3$, so

$$
az=\sqrt{s^2-R^2}=R_cu\sqrt{1-u},\qquad
\frac{az}{s}=\sqrt{1-u}.
$$

Since $FR_c/a=\Delta$, also $Fz=\Delta u\sqrt{1-u}$. The remaining barrier lowering is

$$
\Delta_R=\Phi-E_{\max}
=\Delta\left[u\sqrt{1-u}+1-\sqrt{1-u}\right]
=\Delta\left[1-(1-u)^{3/2}\right].
$$

It tends to $\Delta$ as $R\to R_c$ and to zero as $R\to0$.

A defect patch of radius 1 nm keeps a lowering of 0.102 eV; one of radius 3 nm keeps 0.196 eV. If each saddle barrier is assigned to the whole disc area, the half-current fractions rise to about 1.9% and $5\times10^{-4}$. These are thermionic values without the image force, for the straight-line profile. Keeping the curvature of the band and letting the electrons screen self-consistently reduces the lowerings to about 0.099 and 0.186 eV and raises the fractions to about 2.1% and $7\times10^{-4}$. Both radii are also below the electron thermal wavelength, about 6 nm for this mass, so the classical saddle picture is only a rough guide. Letting the barrier vary across the disc raises them by about 1.2 times for 1 nm and twofold for 3 nm. If 0.60 and 0.30 eV are the barriers before image lowering, the image force treated below also raises these fractions, by roughly 6 to 10 times, because it lowers the surrounding barrier more than the saddle, which lies farther from the metal. Donors are on average 10 nm apart, so the real field also differs from one small patch to the next. Tunnelling, treated below for wide patches, helps the surroundings more than these small patches. A WKB estimate along the disc axis, applied to the whole disc, puts the needed fractions at about 10% and $5\times10^{-3}$ without the image force, and 18% and 1.4% with it. The $10^{-5}$ rule therefore does not describe nanometre defects in this film.

The discs of radius 100 nm are far above $R_c$, and only their rims are partly blocked. Taking the highest energy along each normal line, and using the weaker field found below a wide patch, leaves 95% of the ideal patch emission. The needed fraction becomes $9.12\times10^{-6}/0.95\simeq9.6\times10^{-6}$.

## Image force and tunnelling

Below a wide patch $V_b$ is 0.20 eV, and the field is 0.322 MV/cm instead of 0.508 MV/cm. This difference affects both image lowering and tunnelling.

In the anisotropic film the potential of a point charge, at distance $d$ along the normal, is $q/(4\pi\epsilon_0\epsilon_\parallel d)$: the stretched Coulomb potential has denominator $\epsilon_\parallel\sqrt{\epsilon_\perp}\,(d/\sqrt{\epsilon_\perp})$. An electron at $z$ is $2z$ from its image, and its image energy is half the pair interaction. With $C=q^2/(4\pi\epsilon_0\epsilon_\parallel)$, the energy relative to the surface barrier is $-Fz-C/(4z)$. Its maximum is at $z=\tfrac12\sqrt{C/F}$, where the two terms are equal, so the lowering is $\sqrt{CF}$.

This gives 0.072 eV in the surroundings and 0.058 eV in the patch. The maxima lie only 0.7 to 0.9 nm from the metal, about one layer, so a continuum image force is a rough guide here. If 0.60 and 0.30 eV are the barriers before image lowering, their difference shrinks by about 0.015 eV and $f$ rises to $1.6\times10^{-5}$. If they are already the actual maxima, no such correction is due.

For tunnelling, let $E$ be the normal energy above the bulk band edge. The Boltzmann supply varies as $e^{-E/k_BT}$. Taking unit transmission above the barrier and $e^{-S(E)}$ below it, the current relative to pure thermionic emission is

$$
M=1+\int_0^{V_b}\frac{dE}{k_BT}
\exp\left[\frac{V_b-E}{k_BT}-S(E)\right].
$$

The WKB exponent is

$$
S=\frac2\hbar\int dz\,\sqrt{2m\left[V_b(1-z/W)^2-E\right]},
$$

taken over the forbidden region. Put $x=\sqrt{V_b}(1-z/W)$ and insert $W$. Then

$$
S=\frac{2}{E_{00}}\int_{\sqrt E}^{\sqrt{V_b}}\sqrt{x^2-E}\,dx,
\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\epsilon_0\epsilon_\perp}}.
$$

The antiderivative is $\tfrac12[x\sqrt{x^2-E}-E\ln(x+\sqrt{x^2-E})]$, hence

$$
S=\frac1{E_{00}}\left[\sqrt{V_b(V_b-E)}
-E\ln\frac{\sqrt{V_b}+\sqrt{V_b-E}}{\sqrt E}\right].
$$

With $E_{00}=9.9$ meV, $M$ is 13.0 for the surroundings and 4.9 for the patch. Tunnelling is therefore not a small addition here: in this model it carries about 92% of the surrounding current and 80% of the patch current. The value $9.12\times10^{-6}$ still divides the thermionic part equally. Dividing the total current equally requires

$$
f=\frac1{1+(M_{\rm patch}/M_{\rm main})e^{\Delta/k_BT}}
=2.4\times10^{-5}.
$$

These factors rest on the simple transmission rule above, which ignores quantum reflection at the metal. Solving the Schrödinger equation for the same barrier joined abruptly to a metal of equal mass, with Fermi energy from 0.5 to 10 eV, gives $M$ from 11 down to 3.8 in the surroundings and from 3.4 down to 1.1 in the patch, and a fraction of $3.0$ to $3.3\times10^{-5}$. The tunnelling shares change little, but the values 13.0 and 4.9, also used for the resistances below, are too high for such an interface.

The mass that matters for tunnelling is the one normal to the layers, which may differ from the in-plane mass. As it goes from 0.3 to 2 electron masses, the WKB fraction falls from $3.4\times10^{-5}$ to $1.4\times10^{-5}$. Since $E_{00}\propto\sqrt N$, lower doping makes the barrier less transparent. Multiplying the image and tunnelling corrections would give about $4\times10^{-5}$, but that overcounts, because many tunnelling electrons already avoid the top of the barrier. Putting the image energy into the WKB barrier gives about $3\times10^{-5}$.

Tunnelling also changes the temperature sweep. With fixed band profiles and no image force, the apparent barrier of this pad near 300 K is about 0.50 eV without patches and 0.37 eV when patches carry half the total current, instead of the thermionic values 0.60 and 0.45 eV.

## Do all regions see the same voltage?

The undepleted 20.3 nm of film has a sheet resistance $R_s=1/[qN\mu(40\ \text{nm}-W)]=61$ kΩ per square, where $\mu$ is the mobility. Near zero voltage, thermionic emission through one disc has resistance $k_BT/(qI)=1.67$ MΩ, where $I$ is its saturation current. Current spreading from radius $R$ to $b=50$ µm adds

$$
\int_R^b\frac{R_s\,dr}{2\pi r}
=\frac{R_s}{2\pi}\ln\frac bR=0.061\ \text{M}\Omega,
$$

or 3.6% of the disc resistance. Tunnelling lowers the disc resistance by a factor of 4.9, raising this ratio to about 18%.

Across the pad, let $U(x)$ be the film voltage relative to the metal, with current entering at one edge. Ohm's law and current conservation give $U''=U/L_T^2$, where $L_T=\sqrt{\rho_c/R_s}$ and $\rho_c$ is the contact resistance times area. No current leaves the film at the far edge $x=L$, so $U\propto\cosh[(L-x)/L_T]$. Near zero voltage, for thermionic emission at the half-current fraction, $L_T=216$ µm and the far-edge voltage is $1/\cosh(100/216)=0.90$ of the near-edge voltage.

Tunnelling, at the same patch fraction, multiplies the contact conductance by $(13.0+4.9)/2\simeq9$. It shortens $L_T$ threefold, to 72 µm, and the voltage ratio falls to about 0.47. Forward bias lowers the contact resistance and makes the voltage less even: with 0.1 V at the near edge, the two ratios become about 0.63 and 0.25 if $M$ and $R_s$ keep their zero-voltage values, and about 0.64 and 0.28 if they follow the reduced band bending. Many evenly spread patches would sample the same mean voltage as their surroundings, leaving the current ratio nearly unchanged. With three patches, their positions matter.

## Comparison and range of use

| Case at 300 K | Half-current fraction |
|---|---:|
| Decade estimate | $1\times10^{-5}$ |
| Thermionic emission, wide patches | $9.1\times10^{-6}$ |
| With image-force difference | $1.6\times10^{-5}$ |
| With tunnelling (WKB) | $2.4\times10^{-5}$ |
| Both, roughly | $3\times10^{-5}$ |
| Thermionic emission, pinched-off patches of 1 nm radius | $2\times10^{-2}$ |

The chosen mass, dielectric constants and mobility are rough values in the regime of multilayer semiconducting transition-metal dichalcogenides. Motion normal to the layers can be much slower than along them. With a normal mobility of 0.5 cm²/Vs, diffusion through the depletion layer would cut the thermionic current of the surroundings about 16-fold for a normal mass of 0.5 electron masses, or about 9-fold for a mass of 2, and raise the half-current fraction by about 1.6 times. A 40 nm film is thick for a transistor channel, a 0.60 eV electron barrier is high for a contact meant to conduct well, and the pad is far larger than a scaled device contact. Real contacts also have a spread of barriers and patch sizes instead of two values. Among the corrections estimated here, patch size has the largest effect: for radii of 1 nm the area required for thermionic emission rises about 2000-fold in this model. A monolayer has no 20 nm vertical depletion region, so these pinch-off numbers do not carry over to it.

Contact size matters too. A contact of 100 nm by 1 µm has an area of $10^5$ nm², of which the ideal fraction is just 0.9 nm². That is the scale of a single small defect, where a continuous area fraction and an unpinched barrier are both doubtful. The rule of one part in 100000 is a statement about thermionic current through wide patches at a common voltage. The numerical output gives more digits for the main results.

## Values computed for the example and the checks

```
Temperature: 300 K
Main barrier: 0.60 eV
Patch barrier: 0.30 eV
Barrier difference: 0.30 eV
Thermal energy: 0.025852 eV
Delta/kT: 11.605
Current-density ratio: 1.0959e+05
Half-current area fraction: 9.1247e-06
One part in: 109593
Fraction at 0.25 eV: 6.312e-05
Fraction at 0.35 eV: 1.319e-06
Fraction at 250 K: 8.959e-07
Fraction at 400 K: 1.660e-04
Total/uniform current: 2.0000
Apparent barrier from slope: 0.4500 eV
Effective mass: 0.50 electron masses
Richardson constant: 60.09 A/(cm2 K2)
Pad side: 100 um
Patch radius: 100 nm
Total patch area: 91247 nm2
Equivalent patch count: 2.90
Main saturation current: 45.03 nA
Patch saturation current: 45.03 nA
In-plane dielectric constant: 14
Normal dielectric constant: 7
Donor density: 1.0e+18 cm^-3
Bulk band edge above Fermi level: 0.10 eV
Film thickness: 40 nm
Mobility: 50 cm2/Vs
Main depletion width: 19.67 nm
Main depletion field: 0.508 MV/cm
Wide-patch depletion field: 0.322 MV/cm
Pinch-off radius: 8.34 nm
Lowering for R=1 nm: 0.1024 eV
Needed fraction, R=1 nm: 1.866e-02
Lowering for R=3 nm: 0.1957 eV
Needed fraction, R=3 nm: 5.152e-04
Wide-patch edge efficiency: 0.9455
Main image lowering: 0.0723 eV
Patch image lowering: 0.0575 eV
Fraction with image force: 1.618e-05
Tunnelling energy E00: 9.92 meV
Main tunnelling factor: 12.985
Patch tunnelling factor: 4.948
Fraction with tunnelling: 2.395e-05
Rough fraction with both: 4.246e-05
Sheet resistance: 61.40 kohm/square
One-patch contact resistance: 1.668 Mohm
Spreading resistance: 0.0607 Mohm
Spreading/contact resistance: 0.0364
Transfer length: 216.2 um
Far-edge/near-edge voltage: 0.9018
```
